Mean Capacitance of Parallel Lines with a Slowly Fluctuating Gap

**1. Result**

Two parallel conducting lines face each other across a dielectric. Their gap s has mean d and fluctuates slowly along the lines, with a Gaussian distribution of standard deviation σ ≪ d. The ensemble mean of the capacitance between the facing walls is

⟨C⟩ = C(d) [1 + σ²/d² + O(σ⁴/d⁴)].

Here C(d) is the capacitance of a uniform gap equal to the mean gap. Three conditions belong to the statement.

- Gaps close to zero are excluded, because the mean does not exist without such a screen.
- "Slow" means that the spectrum of the gap lies at wavenumbers q with qd ≪ 1. For the smooth Gaussian correlation function of section 5 this says that the correlation length L along the line is much larger than d. The formula is the slow limit. A finite L adds a term of order σ²/L², which falls within O(σ⁴/d⁴) only when L is of order d²/σ or larger.
- The coefficient 1 of σ²/d² holds for the facing walls. Fringe fields change it, as section 7 shows.

The increase comes from the curvature of 1/s. A narrow place gains more capacitance than an equally likely wide place loses. With x = (s − d)/d, a pair of places at +x and −x has the average

½ [1/(1+x) + 1/(1−x)] = 1/(1−x²),

which exceeds 1 for every 0 < |x| < 1.

**2. The model**

Let z run along the lines, t be the height of the facing walls and ε the permittivity. The gap is s(z) = d + δ(z), where δ is a stationary random function of mean zero. The gap does not vary over the height of the wall. We write

u = σ/d,  x = δ/d.

For a uniform gap, neglecting the fringe at the upper and lower edges, the field is V/s. The surface charge density is εV/s, so the capacitance per length is

C(s) = εt/s.

If the gap changes little over a distance d along the line, each slice has nearly this uniform field. All slices carry the same voltage V, since the potential drop along each conductor is neglected. Their charges therefore add, and a line of length ℓ has the capacitance per length

C_line = (1/ℓ) ∫₀^ℓ εt/s(z) dz.

By stationarity the mean of the integrand is the same at every z, so

⟨C_line⟩ = εt ⟨1/s⟩ = C(d) ⟨1/(1+x)⟩.

The mean therefore depends on neither the length of the line nor the correlation length, as long as the slice picture holds.

**3. Why the Gaussian must be screened**

A Gaussian gives some probability to every gap, including s ≤ 0. Let p(s) be its density. Near s = 0 it is nearly the constant p(0), and the contribution of gaps between s_min and a small fixed s₁ is

∫ p(s)/s ds ≈ p(0) ln(s₁/s_min).

This grows without limit as s_min → 0, so the mean of 1/s over an unrestricted Gaussian does not exist. Physically, a vanishing gap is a short circuit, and a shorted pair has no capacitance to average.

We therefore keep only gaps with |x| ≤ b, where b < 1 is fixed. The symmetric cut keeps the mean gap at d. The symbol σ continues to denote the standard deviation of the Gaussian before the cut.

For small u the screen hardly affects the numbers. At u = 0.1 the density at s = 0 carries the factor exp(−1/(2u²)) = exp(−50), about 2×10⁻²². The screen is needed for the mean to exist, but its exact position has little influence once it lies at least four standard deviations from the mean gap.

**4. The expansion with its remainder**

The screened distribution is even in x, so x and −x may be averaged in pairs:

⟨1/(1+x)⟩ = ⟨1/(1−x²)⟩.

Next use an identity, which is checked by multiplying both sides by 1 − x²:

1/(1−x²) = 1 + x² + x⁴/(1−x²).

Hence

⟨C⟩/C(d) = 1 + ⟨x²⟩ + R,  R = ⟨x⁴/(1−x²)⟩.

*The variance after screening.* Put x = uv, so that v has the standard normal density φ(v) = exp(−v²/2)/√(2π), cut at |v| = m with m = b/u. Since φ′ = −vφ, integration by parts gives

∫₋ₘ^m v²φ dv = [−vφ]₋ₘ^m + ∫₋ₘ^m φ dv = −2mφ(m) + erf(m/√2).

The probability inside the screen is erf(m/√2). Dividing by it gives

⟨x²⟩ = u² [1 − 2mφ(m)/erf(m/√2)].

For fixed b and u → 0 the subtracted term falls as exp(−b²/(2u²)), faster than any power of u.

*The remainder.* Inside the screen 1 − x² ≥ 1 − b², so R ≤ ⟨x⁴⟩/(1−b²). The screen removes the values with the largest x⁴, which can only lower the mean of x⁴. The full Gaussian value is 3u⁴, and therefore

0 ≤ R ≤ 3u⁴/(1−b²).

This proves the result of section 1 within the slice picture. The error of that picture is treated in section 5.

*The next term.* Splitting the remainder once more,

R = ⟨x⁴⟩ + ⟨x⁶/(1−x²)⟩.

The last mean is at most 15u⁶/(1−b²), since the Gaussian sixth moment is 15u⁶. Thus

⟨C⟩/C(d) = 1 + u² + 3u⁴ + O(u⁶).

With full Gaussian moments, the coefficient of u²ⁿ is 1·3·5···(2n−1). The term in u²ⁿ is (2n−1)u² times the one before it, so the terms eventually grow and the series diverges. It is still asymptotic, because repeating the splitting above bounds the remainder after any fixed number of terms by a constant times the first omitted power of u², as u → 0 at fixed b. At u = 0.1 the growth starts near n = 50, and the first terms are accurate.

*An equivalent gap.* To the same order,

1/(d − σ²/d) ≈ (1/d)(1 + σ²/d²).

The fluctuation acts on the mean capacitance like a reduction of a uniform gap by σ²/d. For d = 20 nm and σ = 2 nm this is 0.2 nm. The mean gap must be known better than this before the effect can be separated from an error in d.

*A case that is not Gaussian.* For a slow sinusoidal gap s = d(1 + a cos qz) the averages of cos² and cos⁴ are 1/2 and 3/8, so

⟨C⟩/C(d) = 1 + a²/2 + 3a⁴/8 + …

The variance of x is a²/2, and the leading term is again σ²/d². For a = 0.3 the terms shown give 1.0480, and the full local average is 1.04828. A numerical solution of Laplace's equation with one flat edge and qd = 0.05 gives 1.04832. The slice picture therefore holds at this large amplitude when the variation is slow.

**5. How slow is slow?**

The slice picture neglects field components along the line. To find their effect, solve Laplace's equation between a lower edge y = h₁(z) at potential 0 and an upper edge y = d + h₂(z) at potential 1. Let both h₁ and h₂ have mean zero and wavenumber q, and expand the potential as Φ = Φ₀ + Φ₁ + Φ₂ in powers of the edge displacements.

The flat gap has Φ₀ = y/d. Expanding the boundary conditions about y = 0 and y = d gives, at first order,

Φ₁(0) = −h₁/d,  Φ₁(d) = −h₂/d.

The solution of Laplace's equation with these values is

Φ₁ = −[h₂ sinh qy + h₁ sinh q(d−y)] / (d sinh qd).

Its slopes at the two edges are

∂Φ₁/∂y at y = d:  −(q/d)[h₂ coth qd − h₁/sinh qd],

∂Φ₁/∂y at y = 0:  −(q/d)[h₂/sinh qd − h₁ coth qd].

At second order the conditions are

Φ₂(0) = −h₁ ∂Φ₁/∂y at y = 0,  Φ₂(d) = −h₂ ∂Φ₁/∂y at y = d.

There is no term with the second derivative of Φ₀, because Φ₀ is linear in y.

Now average over z. The average of Laplace's equation is d²⟨Φ⟩/dy² = 0, so ⟨Φ⟩ is linear in y. Its slope is the mean flux, which is proportional to the capacitance. The flat gap has slope 1/d, and Φ₁ averages to zero. The fractional increase is therefore d times the slope of ⟨Φ₂⟩, which is ⟨Φ₂(d)⟩ − ⟨Φ₂(0)⟩. Inserting the slopes,

ΔC/C = (q/d) [⟨h₁² + h₂²⟩ coth qd − 2⟨h₁h₂⟩/sinh qd].

If several wavenumbers are present, products of different ones average to zero, so at this order their contributions add.

*Slow limit.* For qd → 0 both coth qd and 1/sinh qd approach 1/(qd), and

ΔC/C → ⟨(h₂ − h₁)²⟩/d² = σ²/d².

*Edges that move together.* For h₁ = h₂ = h the gap measured straight across is constant. Since coth qd − 1/sinh qd = tanh(qd/2),

ΔC/C = (2q/d)⟨h²⟩ tanh(qd/2) → q²⟨h²⟩  for qd → 0.

A slow common wiggle thus costs little. The relevant quantity is the fluctuation of the gap, which cannot be found from the roughness of one edge alone. For two uncorrelated edges of standard deviation σ_e each, σ² = 2σ_e².

*Finite correlation length.* If one edge is rough, or both are rough and uncorrelated, the term with ⟨h₁h₂⟩ vanishes. The leading increase is then F σ²/d², with

F = ⟨qd coth qd⟩,

averaged over the normalized spectrum of the gap. Take the correlation function exp(−r²/(2L²)) for two points a distance r apart. Its spectrum is a Gaussian in q with ⟨q²⟩ = 1/L².

For any X > 0, 1 ≤ X coth X ≤ 1 + X²/3. To show this, multiply by sinh X and compare the coefficients of X²ⁿ⁺¹, each multiplied by (2n+1)!. The left, middle and right members give

1,  2n+1,  1 + 2n(2n+1)/3.

The middle minus the left is 2n ≥ 0, and the right minus the middle is 4n(n−1)/3 ≥ 0. Averaging over q yields

1 ≤ F ≤ 1 + d²/(3L²).

The derivative of X coth X is (sinh X cosh X − X)/sinh² X, which is positive for X > 0. A shorter L moves the spectrum to larger q, so at a given σ it raises the leading increase further. The slow result is the lower limit of F for these two kinds of edges.

The upper bound is in general 1 + d²⟨q²⟩/3, so it depends on the shape of the correlation function and not on L alone. For exp(−r/L) the spectrum falls only as 1/q² while qd coth qd grows as qd, so F grows logarithmically with the largest wavenumber present. With wavelengths below 5 nm removed and d = 20 nm, F is about 1.2 even for L = 150 nm. A long correlation length is therefore not enough if the edge also carries short-wavelength roughness.

**6. Worked example: the facing walls**

Take d = 20 nm, σ = 2 nm, t = 40 nm and relative permittivity k = 2.7, with the screen at b = 0.5. The allowed gaps run from 10 to 30 nm. The limit lies five standard deviations out, and the Gaussian probability beyond it is 5.7×10⁻⁷.

The capacitance at the mean gap is

C(d) = ε₀ × 2.7 × 40/20 = 47.8 aF/µm.

The leading increase is

(2/20)² = 0.0100 = 1.00 %,

or 0.478 aF/µm. The next term, 3u⁴, adds 0.03 %. Numerical integration over the screened Gaussian gives 1.032 %, below the upper bound of 1.040 % from section 4. The mean capacitance is 48.3 aF/µm.

With the Gaussian correlation function of section 5 and L = 150 nm, F = 1.006, and the slow result needs almost no correction. For L = 25 nm, F = 1.19, and the leading increase becomes 1.19 %. The first correction d²/(3L²) alone would give 1.21.

*One line is not the ensemble.* The increase is a statement about the mean over many lines. A single line also deviates at first order, because its own average gap differs from d. To first order its relative capacitance deviation is −(1/ℓ)∫x dz, with variance

(2u²/ℓ²) ∫₀^ℓ (ℓ − r) exp(−r²/(2L²)) dr.

The factor ℓ − r counts the pairs of points a distance r apart. For ℓ ≫ L the upper limit may be moved to infinity. The two integrals are then ℓL√(π/2) and L², so

scatter = u [√(2π) L/ℓ − 2L²/ℓ²]^½.

For ℓ = 10 µm and L = 150 nm,

0.1 × [0.03760 − 0.00045]^½ = 0.0193 = 1.93 %.

This is nearly twice the increase of the mean. A simulation of random correlated lines, with 19,999 lines kept after screening, gives a mean increase of 1.025 % with a standard error of 0.014 %. This agrees with 1.032 %.

The simulated scatter is 2.00 %, slightly above the formula. The next order accounts for the difference. In 1 − x + x² − x³, the covariance of x with x³ raises the variance by the fraction 6u². The covariance of x² at two points is 2u⁴ times the squared correlation function, whose integral is smaller by √2, so it raises the variance by a further fraction √2 u². The scatter becomes

1.93 % × (1 + 7.41 × 0.01)^½ = 2.00 %.

To measure the mean increase with a standard error of 0.1 % of the capacitance, one needs about (2.0/0.1)² = 400 independent lines of this length.

**7. Fringe fields and the general coefficient**

Suppose that the capacitance of a cross-section is a smooth function C(s) of the gap alone, and that the gap varies slowly compared with all dimensions that shape the field. Then expand about d:

C(d+δ) = C(d) + C′(d)δ + ½C″(d)δ² + …

The linear term averages to zero, leaving the leading fractional increase

κ σ²/d²,  κ = d² C″(d)/(2C(d)).

For C = εt/s we have C″(d) = 2C(d)/d², so κ = 1.

As a case with fringe, take an isolated pair of lines, each 20 nm wide at the mean gap and 40 nm high, in a uniform dielectric with k = 2.7. Grounded planes lie 40 nm above and below. The outer edges stay fixed and the facing edges move symmetrically, so a wider gap means narrower lines. This choice makes the capacitance a function of s alone. Edges that move independently can give a slightly different κ, because the fringe depends on the position of each edge. Laplace's equation in the cross-section was solved by finite differences for gaps from 16 to 24 nm, with grounded side walls placed 150 nm from the midplane of the pair.

The line-to-line capacitance at the mean gap is about 62 aF/µm, and κ is 0.895 on a 1 nm grid and 0.894 on a 0.5 nm grid, or 0.89 to two figures on the finer one. In the slow limit the leading increase falls from 1.00 % to 0.89 %. This limit requires L to be much larger than the 120 nm between the planes. The value L = 150 nm of section 6 does not meet that condition, and the correction for a finite L with fringe was not computed. As a check of the solver, two thin strips 20 nm wide and 20 nm apart, midway between planes 120 nm apart, gave a coupling capacitance of 0.7196 ε after linear extrapolation of the 1 nm and 0.5 nm grids to zero step. The conformal-map value is 0.7202 ε.

If the fringe did not depend on the gap, it would dilute the coefficient to 47.8/62 = 0.77. The computed 0.89 is larger, so the fringe part of the coupling also has positive curvature in s.

The total capacitance of one line, with the other line and the planes grounded, is 137 aF/µm. Its κ is 0.40, so its leading increase is 0.40 %. More than half of this total is capacitance to the planes. That part enlarges the denominator of κ but supplies little curvature. A percentage increase therefore needs a statement of which capacitance is meant.

**8. Damaged side walls**

Processing can leave a layer of higher permittivity on each wall of a low-k dielectric. Let each layer have fixed thickness w and relative permittivity k_w. The layers and the remaining dielectric are in series, so

C(s) = ε₀t / [(s − 2w)/k + 2w/k_w] = ε₀kt/(s − Δ),

Δ = 2w(1 − k/k_w).

This is the original law with every gap reduced by Δ. The standard deviation is unchanged, and the leading increase becomes σ²/(d − Δ)².

With w = 2 nm and k_w = 4.0, Δ = 4 × (1 − 2.7/4.0) = 1.3 nm, and

(2/18.7)² = 1.14 %.

Integration over the screened distribution gives 1.19 %, again including higher orders. Both percentages are relative to the damaged structure at its mean gap. The damage itself raises the capacitance there by 20/18.7 − 1 = 7.0 %, which is much more than the fluctuation does.

**9. Comparison with real interconnects**

The dimensions and permittivity are rough values for tightly pitched copper lines in a low-k dielectric. A gap standard deviation of 2 nm corresponds to 1.4 nm on each of two uncorrelated edges. The correlation length of 150 nm was chosen to represent a slow component and is long for resist roughness, for which a few tens of nanometres is a fairer rough figure. Real lines then break the assumption L ≫ d: with L = 25 nm and a Gaussian correlation function, the leading facing-wall increase rises from 1.00 % to 1.19 %. Real edges have more short-wavelength roughness than this smooth form, which raises F further. For exp(−r/L) with L = 25 nm and wavelengths below 5 to 10 nm removed, the second-order formula gives F of about 2, and the edge slopes at σ = 2 nm are then no longer small. The 1.19 % is a value for the smooth model, and a real line needs its measured spectrum. Fringe fields lower the slow value of 1.00 % to 0.89 % in the pair of section 7, whose facing edges move symmetrically. The assumed wall damage raises the same 1.00 % to 1.14 %. Each figure changes one assumption while the others stay fixed. Dense arrays, liners and edges that vary with height were not computed.

At 0.7 V the uniform field between the facing walls is 0.35 MV/cm at the mean gap and 0.70 MV/cm at the narrowest allowed gap. Both lie well below an assumed rough breakdown field of 5 MV/cm. The field is higher near the corners of the lines, where it depends on how far they are rounded. The comparison therefore covers only the region between the walls, and it says nothing about slow wear-out under long stress.

Computed results

```
mean gap d = 20 nm; gap standard deviation = 2.0 nm
line height = 40 nm; line width = 20 nm
relative permittivity = 2.7; line length = 10 um
slow correlation length = 150 nm; fast one = 25 nm
sigma/d = 0.100; screen |delta|/d <= 0.50
Gaussian probability outside screen = 5.73e-07
facing-wall capacitance at d = 47.813 aF/um
leading increase sigma^2/d^2 = 1.0000 %
next term 3 sigma^4/d^4 = 0.0300 %
increase by quadrature = 1.0316 %
upper bound on increase = 1.0400 %
leading increase in capacitance = 0.4781 aF/um
mean capacitance by quadrature = 48.306 aF/um
u^4 coefficient at u=0.02, 0.04 = 3.0060, 3.0243
slow wavy gap, amplitude 0.3 d: field solution C/C0 = 1.04832
same gap, local law C/C0 = 1.04828
roughness factor F, slow = 1.0059
roughness factor F, fast = 1.1919
bound on F, slow = 1.0059; fast = 1.2133
random lines kept = 19999
random lines: mean increase = 1.025 %
random lines: standard error = 0.014 %
single-line scatter, formula = 1.927 %
single-line scatter, random lines = 2.002 %
thin strips: coupling/eps, solver = 0.7196
thin strips: coupling/eps, conformal map = 0.7202
planes above and below at distance = 40 nm
line-to-line capacitance with fringe = 62.24 aF/um
total capacitance of one line = 137.33 aF/um
kappa line-to-line: 1 nm grid = 0.8952, 0.5 nm grid = 0.8937
kappa total: 1 nm grid = 0.3976, 0.5 nm grid = 0.3966
leading increase with fringe, line-to-line = 0.894 %
leading increase with fringe, total = 0.397 %
damaged layer per wall = 2.0 nm, permittivity = 4.0
gap reduction Delta = 1.30 nm
leading increase with damaged walls = 1.144 %
increase with damaged walls by quadrature = 1.186 %
capacitance rise at d from damaged walls = 6.95 %
voltage = 0.7 V; field at mean gap = 0.350 MV/cm
field at narrowest allowed gap = 0.700 MV/cm
rough breakdown field assumed = 5 MV/cm
```
